# Virial theorem and mean electron depth in a silicon triangular well: test program

```python
"""Mean depth of an electron in a triangular well with a hard wall.

Result under test: <z> = 2 E / (3 F) for every bound state of
    -K psi'' + F z psi = E psi,  z > 0,  psi(0) = 0,
z: depth below the interface (nm), F: constant force (eV/nm),
K = hbar^2/(2 m) (eV nm^2), m: effective mass normal to the interface,
E: subband energy above the band edge at the interface (eV).
Direct finite-difference solutions are compared with the virial result
and with Airy-function energies. A finite barrier and a field that
weakens with depth show how the rule changes outside its conditions.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ai_zeros, airy

K_FREE = const.hbar**2 / (2 * const.m_e) / const.e * 1e18  # eV nm^2
AIRY = -ai_zeros(3)[0]
STEP = 0.01       # grid spacing, nm
BOX = 30.0        # far end of the grid, nm


def solve_grid(K, potential, gradient, count):
    """Lowest states with a hard wall at z = 0, by finite differences."""
    z = STEP * np.arange(1, int(round(BOX / STEP)))
    diagonal = 2 * K / STEP**2 + potential(z)
    off = np.full(z.size - 1, -K / STEP**2)
    energies, vectors = eigh_tridiagonal(
        diagonal, off, select="i", select_range=(0, count - 1))
    states = []
    for n in range(count):
        psi = vectors[:, n] / np.sqrt(STEP * np.sum(vectors[:, n]**2))
        padded = np.concatenate(([0.0], psi, [0.0]))
        slope = np.diff(padded) / STEP
        wall_slope = (4 * psi[0] - psi[1]) / (2 * STEP)
        states.append({
            "E": energies[n],
            "T": K * STEP * np.sum(slope**2),
            "z": STEP * np.sum(z * psi**2),
            "zdV": STEP * np.sum(z * gradient(z) * psi**2),
            "wall": K * wall_slope**2})
    return states


def solve_triangle(K, F, count):
    return solve_grid(K, lambda z: F * z, lambda z: F + 0 * z, count)


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# Grid error is of relative order STEP^2 * E / K, below 1e-3 throughout.
field = 50e6                 # V/m
F = field * 1e-9             # eV/nm
masses = {"m=0.92": 0.92, "m=0.19": 0.19}
print(f"hbar^2/(2 m0) = {K_FREE:.6f} eV nm^2")
print(f"field = {field/1e6:.0f} MV/m, force F = {F:.3f} eV/nm")
print("Airy zeros a_n =", " ".join(f"{a:.5f}" for a in AIRY))

for name, mass in masses.items():
    K = K_FREE / mass
    length = (K / F)**(1 / 3)
    print(f"{name} m0: K = {K:.5f} eV nm^2, l = {length:.4f} nm, "
          f"F l = {1e3*F*length:.2f} meV")
    for n, s in enumerate(solve_triangle(K, F, 3)):
        energy = F * length * AIRY[n]
        depth = 2 * energy / (3 * F)
        assert close(s["E"], energy, 2e-4)
        assert close(s["z"], depth, 2e-4)
        assert close(2 * s["T"], F * s["z"], 2e-4)
        assert close(s["wall"], F, 1e-3)
        print(f"  n={n}: E = {1e3*energy:.2f} meV, "
              f"2E/(3F) = {depth:.4f} nm, grid <z> = {s['z']:.4f} nm")
        if n == 0:
            print(f"  n=0: turning depth E/F = {energy/F:.4f} nm")
            print(f"  n=0: grid <T> = {1e3*s['T']:.2f} meV, "
                  f"grid <V> = {1e3*F*s['z']:.2f} meV")
            print(f"  n=0: grid wall force = {s['wall']:.5f} eV/nm")

# Field dependence of the lowest subband.
K = K_FREE / masses["m=0.92"]
print("Lowest subband, m = 0.92 m0:")
for megavolt in (10, 50, 100):
    force = megavolt * 1e-3
    energy = AIRY[0] * (K * force**2)**(1 / 3)
    depth = 2 * energy / (3 * force)
    s = solve_triangle(K, force, 1)[0]
    assert close(s["E"], energy, 2e-4) and close(s["z"], depth, 2e-4)
    print(f"  {megavolt} MV/m: E = {1e3*energy:.2f} meV, "
          f"<z> = {depth:.4f} nm")

# Classical bouncing particle: time spent at height u is 1/speed.
# The substitution u = 1 - w^2 removes the endpoint singularity.
classical = (quad(lambda w: 2 * (1 - w**2), 0, 1)[0]
             / quad(lambda w: 2.0, 0, 1)[0])
assert close(classical, 2 / 3, 1e-10)
print(f"classical mean depth / turning depth = {classical:.6f}")

# Finite flat barrier for z < 0, same mass on both sides.
barrier = 3.0                # eV
length = (K / F)**(1 / 3)


def decay(eps):
    return np.sqrt((barrier - F * length * eps) / K)


def mismatch(eps):
    ai, aip = airy(-eps)[:2]
    return aip - decay(eps) * length * ai


eps = brentq(mismatch, 1.02, AIRY[0], xtol=1e-13)
kappa = decay(eps)
E_soft = F * length * eps
right = length * quad(lambda x: airy(x - eps)[0]**2, 0, 18,
                      epsabs=1e-12, epsrel=1e-11)[0]
moment = length**2 * quad(lambda x: x * airy(x - eps)[0]**2, 0, 18,
                          epsabs=1e-12, epsrel=1e-11)[0]
left = airy(-eps)[0]**2 / (2 * kappa)
P_left = left / (left + right)
z_right = moment / (left + right)
z_soft = z_right - P_left / (2 * kappa)
assert close(1.5 * F * z_right + barrier * P_left, E_soft, 1e-7)
rule_soft = 2 * E_soft / (3 * F)
assert abs(rule_soft / z_soft - 1) > 1e-3   # simple rule is not exact here
print(f"Finite barrier {barrier:.1f} eV, m = 0.92 m0, 50 MV/m:")
print(f"  E = {1e3*E_soft:.2f} meV, P in barrier = {P_left:.3e}")
print(f"  V0 P = {1e3*barrier*P_left:.3f} meV")
print(f"  <z theta(z)> = {z_right:.4f} nm, <z> = {z_soft:.4f} nm")
print(f"  2E/(3F) = {rule_soft:.4f} nm, "
      f"error = {100*(rule_soft/z_soft-1):.2f} %")

# Hard wall, field decaying with depth from its surface value F.
range_nm = 10.0
s = solve_grid(K, lambda z: F * range_nm * (1 - np.exp(-z / range_nm)),
               lambda z: F * np.exp(-z / range_nm), 1)[0]
rule_bent = 2 * s["E"] / (3 * F)
assert close(2 * s["T"], s["zdV"], 2e-4)
assert s["z"] > rule_bent * (1 + 1e-3)
print(f"Field decaying over {range_nm:.0f} nm, surface field 50 MV/m:")
print(f"  E = {1e3*s['E']:.2f} meV, grid <z> = {s['z']:.4f} nm")
print(f"  2<T> = {2e3*s['T']:.2f} meV, <z V'> = {1e3*s['zdV']:.2f} meV")
print(f"  2E/(3F) = {rule_bent:.4f} nm, "
      f"error = {100*(rule_bent/s['z']-1):.2f} %")
print("PASS")
```

Output:

```
hbar^2/(2 m0) = 0.038100 eV nm^2
field = 50 MV/m, force F = 0.050 eV/nm
Airy zeros a_n = 2.33811 4.08795 5.52056
m=0.92 m0: K = 0.04141 eV nm^2, l = 0.9391 nm, F l = 46.96 meV
  n=0: E = 109.79 meV, 2E/(3F) = 1.4638 nm, grid <z> = 1.4638 nm
  n=0: turning depth E/F = 2.1958 nm
  n=0: grid <T> = 36.60 meV, grid <V> = 73.19 meV
  n=0: grid wall force = 0.05001 eV/nm
  n=1: E = 191.95 meV, 2E/(3F) = 2.5594 nm, grid <z> = 2.5593 nm
  n=2: E = 259.22 meV, 2E/(3F) = 3.4563 nm, grid <z> = 3.4562 nm
m=0.19 m0: K = 0.20053 eV nm^2, l = 1.5888 nm, F l = 79.44 meV
  n=0: E = 185.74 meV, 2E/(3F) = 2.4765 nm, grid <z> = 2.4765 nm
  n=0: turning depth E/F = 3.7148 nm
  n=0: grid <T> = 61.91 meV, grid <V> = 123.82 meV
  n=0: grid wall force = 0.05000 eV/nm
  n=1: E = 324.74 meV, 2E/(3F) = 4.3299 nm, grid <z> = 4.3299 nm
  n=2: E = 438.55 meV, 2E/(3F) = 5.8473 nm, grid <z> = 5.8473 nm
Lowest subband, m = 0.92 m0:
  10 MV/m: E = 37.55 meV, <z> = 2.5031 nm
  50 MV/m: E = 109.79 meV, <z> = 1.4638 nm
  100 MV/m: E = 174.28 meV, <z> = 1.1619 nm
classical mean depth / turning depth = 0.666667
Finite barrier 3.0 eV, m = 0.92 m0, 50 MV/m:
  E = 103.88 meV, P in barrier = 9.955e-04
  V0 P = 2.987 meV
  <z theta(z)> = 1.3452 nm, <z> = 1.3452 nm
  2E/(3F) = 1.3851 nm, error = 2.96 %
Field decaying over 10 nm, surface field 50 MV/m:
  E = 103.40 meV, grid <z> = 1.5572 nm
  2<T> = 64.71 meV, <z V'> = 64.71 meV
  2E/(3F) = 1.3787 nm, error = -11.46 %
PASS
```
